**Interlacing of overlap eigenvalues and Ritz levels when one function is added**

With the old functions unchanged and the Hamiltonian fixed, the ascending eigenvalues obey $s'_k\le s_k\le s'_{k+1}$ and $E'_k\le E_k\le E'_{k+1}$. Here $s_k$ are overlap eigenvalues, $E_k$ are Rayleigh–Ritz levels, and primes mark the larger basis. The program asserts both chains for 200 random complex cases and for F⁸⁺ in s Gaussians, whose matrix elements it compares with radial quadrature. It also asserts that the roots of the secular equations agree with direct diagonalization, and that the smallest new overlap eigenvalue respects its bound from the squared distance $\delta$ of the new function from the old span. In the detailed F⁸⁺ step the smallest overlap eigenvalue falls from 0.0890 to 0.0683 and the lowest level falls by 1.261 hartree. Two further cases mark the limits of the theorem: discarding a combination after the addition raises the energy above its old value, and a self-consistent p orbital energy of F⁷⁺ rises by 0.147 hartree. With the old density frozen, the F⁷⁺ levels interlace again.

## Numerical check

```python
# RESULT UNDER TEST
# Add one function to a linearly independent basis, leaving the old functions
# unchanged. With ascending eigenvalues, old (n) and new (n+1) spectra obey
#     new[k] <= old[k] <= new[k+1]
# both for the overlap matrix S and for the Ritz levels of H c = E S c, where
# H represents one fixed Hermitian operator.
# Symbols: s = overlaps of old functions with the new one, sigma = its squared
# norm, delta = sigma - s^T S^-1 s = its squared distance from the old span,
# g = coupling of old Ritz states to the normalized remainder, eta = energy
# expectation value of that remainder.
# Example: F8+ (one electron, Z = 9) in normalized s Gaussians exp(-a r^2).
# Atomic units: energies in hartree, exponents in bohr^-2.
import numpy as np
from scipy.linalg import eigh, solve
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, scf

Z = 9
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def matrices(exponents):
    """Closed-form overlap and Hamiltonian matrices of s Gaussians."""
    a = np.array(exponents, dtype=float)
    total = a[:, None] + a[None, :]
    product = a[:, None] * a[None, :]
    S = (2 * np.sqrt(product) / total) ** 1.5
    H = S * (3 * product / total - 2 * Z * np.sqrt(total / np.pi))
    return S, H


def interlaced(old, new, tol):
    return np.all(new[:-1] <= old + tol) and np.all(old <= new[1:] + tol)


def secular_roots(poles, coupling, corner):
    """Roots of corner - x - sum |coupling|^2/(poles - x), one per interval."""
    def f(x):
        return corner - x - np.sum(coupling**2 / (poles - x))
    reach = np.linalg.norm(coupling) + 1
    edges = np.concatenate(([min(poles[0], corner) - reach], poles,
                            [max(poles[-1], corner) + reach]))
    roots = []
    for left, right in zip(edges[:-1], edges[1:]):
        shift = 1e-9 * (right - left)
        roots.append(brentq(f, left + shift, right - shift,
                            xtol=1e-13, rtol=1e-13))
    return np.array(roots)


def row(values, digits=5):
    return " ".join(f"{v:.{digits}f}" for v in values)


# ---- matrix elements against radial quadrature (r = exp(x)) ----
# The grid starts at r = exp(-20) bohr, so that the part of the nuclear
# attraction inside the first point is negligible even for tight Gaussians.
start = [1.0, 4.0, 16.0, 64.0]
added = [256.0, 1024.0, 8.0, 0.25, 9.0]
x = np.linspace(-20, 4, 4801)
r = np.exp(x)
weight = 4 * np.pi * r**3 * (x[1] - x[0])


def gaussians(exponents):
    a = np.array(exponents, dtype=float)[:, None]
    return (2 * a / np.pi) ** 0.75 * np.exp(-a * r**2)


everything = start + added
chi = gaussians(everything)
slope = -2 * np.array(everything)[:, None] * r * chi
S_all, H_all = matrices(everything)
S_quad = (chi * weight) @ chi.T
H_quad = 0.5 * (slope * weight) @ slope.T - Z * (chi * weight / r) @ chi.T
assert np.allclose(S_quad, S_all, rtol=1e-9, atol=1e-10)
assert np.allclose(H_quad, H_all, rtol=1e-9, atol=1e-8)

# ---- interlacing for random complex functions and operators ----
rng = np.random.default_rng(4)
trials = 200
for _ in range(trials):
    X = rng.normal(size=(12, 6)) + 1j * rng.normal(size=(12, 6))
    A = rng.normal(size=(12, 12)) + 1j * rng.normal(size=(12, 12))
    A = A + A.conj().T
    S6, H6 = X.conj().T @ X, X.conj().T @ A @ X
    assert interlaced(eigh(S6[:5, :5], eigvals_only=True),
                      eigh(S6, eigvals_only=True), 1e-9)
    assert interlaced(eigh(H6[:5, :5], S6[:5, :5], eigvals_only=True),
                      eigh(H6, S6, eigvals_only=True), 1e-8)
print(f"random complex trials, 5 -> 6 functions: {trials}")

# ---- one addition in detail ----
S, H = matrices(start)
S1, H1 = matrices(start + added[:1])
n = len(start)
s_old, V = eigh(S)
s_new = eigh(S1, eigvals_only=True)
E_old, C = eigh(H, S)
E_new = eigh(H1, S1, eigvals_only=True)
assert interlaced(s_old, s_new, 1e-12) and interlaced(E_old, E_new, 1e-9)

s = S1[:n, n]
fit = solve(S, s)
delta = S1[n, n] - s @ fit
remainder = gaussians(added[:1])[0] - fit @ gaussians(start)
assert abs(np.sum(weight * remainder**2) - delta) < 1e-9
bound = delta / (1 + fit @ fit)
assert s_new[0] <= bound <= delta

rest = np.append(-fit, 1.0) / np.sqrt(delta)
C_pad = np.vstack([C, np.zeros(n)])
g = C_pad.T @ H1 @ rest
eta = rest @ H1 @ rest
assert np.allclose(secular_roots(E_old, g, eta), E_new, rtol=1e-8, atol=1e-7)
assert np.allclose(secular_roots(s_old, V.T @ s, S1[n, n]), s_new, atol=1e-8)

# Symmetric orthonormalization does not keep the old space as a block.
w, U = eigh(S1)
root_inverse = U @ np.diag(w**-0.5) @ U.T
E_block = eigh((root_inverse @ H1 @ root_inverse)[:n, :n], eigvals_only=True)
assert np.max(np.abs(E_block - E_old)) > 1e-3

# Rescaling the new function changes the overlap spectrum, not the energies.
factor = 0.01
scale = np.diag([1.0] * n + [factor])
s_scaled = eigh(scale @ S1 @ scale, eigvals_only=True)
E_scaled = eigh(scale @ H1 @ scale, scale @ S1 @ scale, eigvals_only=True)
assert np.allclose(E_scaled, E_new, rtol=1e-8, atol=1e-7)
assert s_scaled[0] <= factor**2 < s_new[0]

print(f"F8+, nuclear charge Z: {Z}")
print("start exponents (bohr^-2):", row(start, 2))
print(f"added exponent (bohr^-2): {added[0]:.2f}")
print("overlaps s with new function:", row(s))
print("fit coefficients S^-1 s:", row(fit))
print("overlap eigenvalues, old:", row(s_old))
print("overlap eigenvalues, new:", row(s_new))
print(f"condition number, old: {s_old[-1] / s_old[0]:.3f}")
print(f"condition number, new: {s_new[-1] / s_new[0]:.3f}")
print(f"delta: {delta:.5f}")
print(f"upper bound on new smallest eigenvalue: {bound:.5f}")
print("Ritz levels, old (hartree):", row(E_old))
print("Ritz levels, new (hartree):", row(E_new))
print("couplings |g| (hartree):", row(np.abs(g)))
print(f"eta (hartree): {eta:.5f}")
drop = E_old[0] - E_new[0]
print(f"lowering of level 1: {drop:.5f} hartree = {drop * HARTREE_EV:.3f} eV")
print("levels of S'^(-1/2) leading block (hartree):", row(E_block))
print(f"new function scaled by {factor}: smallest overlap eigenvalue "
      f"{s_scaled[0]:.3e}")

# ---- successive additions ----
exact = -Z**2 / (2 * np.arange(1, 4) ** 2)
print("exact s levels 1-3 (hartree):", row(exact))
print("columns: added exponent (bohr^-2), delta, smallest overlap eigenvalue,")
print("         levels 1-3 (hartree)")
print(f"start    -  {s_old[0]:.3e}  {row(E_old[:3])}")
basis, s_prev, E_prev = list(start), s_old, E_old
for exponent in added:
    S_before = matrices(basis)[0]
    basis.append(exponent)
    S_now, H_now = matrices(basis)
    s_now = eigh(S_now, eigvals_only=True)
    E_now = eigh(H_now, S_now, eigvals_only=True)
    column = S_now[:-1, -1]
    distance2 = S_now[-1, -1] - column @ solve(S_before, column)
    assert interlaced(s_prev, s_now, 1e-12)
    assert interlaced(E_prev, E_now, 1e-7)
    assert s_now[0] <= distance2 + 1e-12
    assert np.all(E_now[:3] >= exact - 1e-7)
    print(f"{exponent:.2f}  {distance2:.3e}  {s_now[0]:.3e}  {row(E_now[:3])}")
    s_prev, E_prev = s_now, E_now

# ---- discarding a combination after the addition ----
pair, threshold = [40.0, 44.0], 0.01
S2, H2 = matrices(pair)
w2, U2 = eigh(S2)
kept = U2[:, w2 > threshold] / np.sqrt(w2[w2 > threshold])
assert kept.shape[1] == 1
E_single = H2[0, 0]
E_pair = eigh(H2, S2, eigvals_only=True)[0]
E_cut = eigh(kept.T @ H2 @ kept, eigvals_only=True)[0]
assert E_pair <= E_single < E_cut
print("discarding test, exponents (bohr^-2):", row(pair, 1))
print(f"overlap eigenvalue discarded: {w2[0]:.3e} (threshold {threshold})")
print(f"first function alone (hartree): {E_single:.5f}")
print(f"both functions (hartree): {E_pair:.5f}")
print(f"both, then one combination discarded (hartree): {E_cut:.5f}")


# ---- self-consistent F7+ (1s^2): the operator changes with the basis ----
def hartree_fock(s_exponents, p_exponent):
    shells = [[0, [a, 1.0]] for a in s_exponents] + [[1, [p_exponent, 1.0]]]
    mol = gto.M(atom="F 0 0 0", charge=7, spin=0, basis={"F": shells},
                verbose=0)
    mf = scf.RHF(mol)
    mf.init_guess = "1e"
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    density = np.asarray(mf.make_rdm1())
    r2 = np.sum(density * mol.intor("int1e_r2")) / 2
    return mol, mf, density, np.sort(mf.mo_energy), np.sqrt(r2)


s_small, s_large, p_exp = [5.0], [5.0, 50.0], 2.0
mol_a, mf_a, D_a, e_a, size_a = hartree_fock(s_small, p_exp)
mol_b, mf_b, D_b, e_b, size_b = hartree_fock(s_large, p_exp)
S_b = mol_b.intor("int1e_ovlp")
embed = solve(S_b, gto.intor_cross("int1e_ovlp", mol_b, mol_a))
D_frozen = embed @ D_a @ embed.T
fock_frozen = mf_b.get_hcore() + mf_b.get_veff(mol_b, D_frozen)
e_frozen = eigh(np.asarray(fock_frozen), S_b, eigvals_only=True)
assert mf_b.e_tot < mf_a.e_tot
assert size_b < size_a
assert e_b[1] > e_a[1] + 1e-3
assert interlaced(e_a, e_frozen, 1e-7)
assert np.allclose(e_frozen[1:4], e_a[1:4], atol=1e-7)
print("F7+ RHF, s exponents before (bohr^-2):", row(s_small, 1))
print("F7+ RHF, s exponents after (bohr^-2):", row(s_large, 1))
print(f"F7+ RHF, p exponent (bohr^-2): {p_exp:.1f}")
print(f"total energy before, after (hartree): {row([mf_a.e_tot, mf_b.e_tot])}")
print(f"1s rms radius before, after (bohr): {row([size_a, size_b])}")
print("orbital energies before (hartree):", row(e_a))
print("orbital energies after (hartree):", row(e_b))
print("after, old density frozen (hartree):", row(e_frozen))

print("no test failed")
```

Output:

```
random complex trials, 5 -> 6 functions: 200
F8+, nuclear charge Z: 9
start exponents (bohr^-2): 1.00 4.00 16.00 64.00
added exponent (bohr^-2): 256.00
overlaps s with new function: 0.04394 0.12213 0.32282 0.71554
fit coefficients S^-1 s: -0.09116 0.28771 -0.62936 1.08413
overlap eigenvalues, old: 0.08896 0.33891 1.07337 2.49876
overlap eigenvalues, new: 0.06834 0.20704 0.58539 1.42620 2.71303
condition number, old: 28.088
condition number, new: 39.702
delta: 0.39630
upper bound on new smallest eigenvalue: 0.14884
Ritz levels, old (hartree): -38.95462 -9.79911 -1.62532 60.31438
Ritz levels, new (hartree): -40.21572 -9.98013 -1.97241 60.25572 423.53356
couplings |g| (hartree): 23.95614 8.84838 12.48144 4.66434
eta (hartree): 421.68568
lowering of level 1: 1.26111 hartree = 34.316 eV
levels of S'^(-1/2) leading block (hartree): -27.20017 -7.99900 2.78401 150.09375
new function scaled by 0.01: smallest overlap eigenvalue 3.962e-05
exact s levels 1-3 (hartree): -40.50000 -10.12500 -4.50000
columns: added exponent (bohr^-2), delta, smallest overlap eigenvalue,
         levels 1-3 (hartree)
start    -  8.896e-02  -38.95462 -9.79911 -1.62532
256.00  3.963e-01  6.834e-02  -40.21572 -9.98013 -1.97241
1024.00  3.956e-01  5.765e-02  -40.44269 -10.00602 -2.00244
8.00  9.310e-03  5.137e-03  -40.44269 -10.06465 -2.78797
0.25  3.617e-01  4.626e-03  -40.44310 -10.07532 -4.32254
9.00  3.056e-05  1.566e-05  -40.45699 -10.10737 -4.37479
discarding test, exponents (bohr^-2): 40.0 44.0
overlap eigenvalue discarded: 1.701e-03 (threshold 0.01)
first function alone (hartree): -30.83277
both functions (hartree): -31.91754
both, then one combination discarded (hartree): -30.13405
F7+ RHF, s exponents before (bohr^-2): 5.0
F7+ RHF, s exponents after (bohr^-2): 5.0 50.0
F7+ RHF, p exponent (bohr^-2): 2.0
total energy before, after (hartree): -46.70534 -68.34173
1s rms radius before, after (bohr): 0.38730 0.26042
orbital energies before (hartree): -22.09110 -5.78246 -5.78246 -5.78246
orbital energies after (hartree): -31.83638 -5.63539 -5.63539 -5.63539 9.05381
after, old density frozen (hartree): -32.70132 -5.78246 -5.78246 -5.78246 7.06084
no test failed
```
